Vapour Saturation of a Rising Carrier-Gas Bubble by Diffusion

**Problem**

In a bubbler, carrier gas is released below the surface of a liquid precursor and takes up its vapour while it rises. Consider one spherical bubble of radius R = 2 mm, free of vapour when it enters the liquid. The diffusivity of the vapour in the gas is D = 0.1 cm²/s.

(a) Estimate by scaling how long the bubble needs to become saturated.

(b) Find the time at which the mean vapour concentration in the bubble reaches 99 percent of saturation.

(c) How saturated is the centre at that moment?

(d) How much liquid must the bubble cross if it rises at 20 cm/s, and which neglected effects matter most?

The model is as follows. From t = 0 the gas at the bubble surface has the saturation concentration c_s. The gas inside does not circulate, so vapour moves by diffusion alone. The vapour is dilute, and temperature, pressure, radius and D are constant. "Mean" refers to the average over the bubble volume.

**First estimate by scaling**

The data contain one length, R, and one diffusivity, D. The only time that can be formed from them is

R²/D = (0.2 cm)²/(0.1 cm²/s) = 0.40 s.

The time sought is therefore a pure number times 0.40 s. That number must depend on the level of saturation demanded, and scaling cannot supply it. The estimate is a few tenths of a second.

**The diffusion problem**

Let c(r,t) be the vapour concentration at distance r from the centre. Fick's law gives the outward flux J = −D ∂c/∂r. A shell between r and r + Δr gains what enters at r and loses what leaves at r + Δr:

4πr² Δr ∂c/∂t = 4πr² J(r) − 4π(r + Δr)² J(r + Δr).

Dividing by 4πr² Δr and letting Δr → 0 gives

∂c/∂t = −(1/r²) ∂(r²J)/∂r = (D/r²) ∂/∂r (r² ∂c/∂r).

The conditions are c(r,0) = 0 for r < R, c(R,t) = c_s, and c finite at r = 0.

It is convenient to follow the missing vapour, c_s − c, and to write it as u/r. Then

r² ∂(u/r)/∂r = r ∂u/∂r − u,

and a second derivative gives

∂/∂r (r ∂u/∂r − u) = r ∂²u/∂r²,

because the two terms ∂u/∂r cancel. Since c_s is constant, c_s − c obeys the same equation as c. Substitution gives (1/r) ∂u/∂t = (D/r) ∂²u/∂r², or

∂u/∂t = D ∂²u/∂r².

This is diffusion along a line. At the surface u = 0, because c = c_s there. At the centre u = r(c_s − c) = 0, because c is finite. Initially u = c_s r.

**Solution in modes**

Try u = X(r)T(t). Dividing the equation by DXT gives

T′/(DT) = X″/X.

The left side depends on t alone and the right side on r alone, so both equal a constant. If the constant were zero or positive, X would be linear or a sum of real exponentials, and it could not vanish at both ends without vanishing everywhere. The constant is therefore −k². The condition at r = 0 selects X = sin kr, and the condition at r = R requires k = nπ/R with n = 1, 2, 3, … Hence

u = Σ bₙ sin(nπr/R) Eₙ, with Eₙ = exp(−n²π²Dt/R²).

The initial condition fixes bₙ. Different sines are orthogonal on 0 < r < R, and the integral of each squared sine is R/2, so

bₙ = (2c_s/R) ∫₀ᴿ r sin(kr) dr.

Integration by parts gives

∫₀ᴿ r sin(kr) dr = [−r cos(kr)/k + sin(kr)/k²]₀ᴿ = −R cos(nπ)/k = (−1)ⁿ⁺¹ R²/(nπ),

since sin(nπ) = 0 and cos(nπ) = (−1)ⁿ. Therefore

bₙ = 2c_s R (−1)ⁿ⁺¹/(nπ).

**Mean saturation**

Let S be the mean concentration divided by c_s. A shell has the fraction 3r² dr/R³ of the bubble volume, so the mean deficit is

1 − S = (3/R³) ∫₀ᴿ r² [u/(r c_s)] dr = [3/(R³c_s)] ∫₀ᴿ r u dr.

The integral of r sin(nπr/R) has just been found. Each mode contributes

(3/R³) × [2R(−1)ⁿ⁺¹/(nπ)] × [(−1)ⁿ⁺¹R²/(nπ)] Eₙ = 6Eₙ/(n²π²).

The two alternating signs multiply to one, and

S(t) = 1 − (6/π²) Σ (1/n²) exp(−n²π²Dt/R²).

At t = 0 this must vanish. Integrating the square of the initial condition over r gives c_s²R³/3 on one side and (R/2) Σ bₙ² = (2c_s²R³/π²) Σ 1/n² on the other. Hence Σ 1/n² = π²/6, and S(0) = 0 as required.

**Time to 99 percent**

The second mode decays four times as fast as the first. At late times the first mode therefore dominates, and the condition S = 0.99 becomes

0.01 = (6/π²) exp(−π²Dt/R²).

Taking logarithms,

t₉₉ = [R²/(π²D)] ln[6/(0.01π²)].

The decay time of the first mode is 0.40 s/π² = 0.04053 s, and the logarithm is 4.1075. Thus

t₉₉ = 0.04053 s × 4.1075 = 0.1665 s ≈ 0.17 s.

All omitted terms in the deficit are positive, so this one-term value is slightly too short. The ratio of the second term to the first is

(1/4) exp(−3π²Dt/R²) = 1.1 × 10⁻⁶ at t₉₉.

A deficit larger by this fraction needs an extra time of about 0.04053 s × 1.1 × 10⁻⁶, which is less than a microsecond. A direct finite-volume solution of the shell equation, which does not use the modes, also gives 0.1665 s.

**The centre**

For t > 0, let r → 0 in (c_s − c)/c_s = u/(r c_s). Since sin(nπr/R)/r → nπ/R, the deficit at the centre is

2 Σ (−1)ⁿ⁺¹ exp(−n²π²Dt/R²).

At late times it is 2E₁, while the mean deficit is 6E₁/π². Their ratio is π²/3 ≈ 3.29. When the mean deficit is 1 percent, the centre lacks 3.29 percent and is 96.7 percent saturated. The mean is higher because the concentration rises from the centre to the surface; the large share of the volume near the surface strengthens the difference.

**The early stage**

One mode alone cannot describe the start: at t = 0 it would give S = 1 − 6/π² = 0.39 instead of zero. At early times the vapour occupies a thin layer under the surface, and the centre has no influence yet. Let y = R − r be the depth below the surface. The function

u = c_s [R erf(y/(2√(Dt))) − y]

satisfies the line diffusion equation, since both the error function of this argument and y do so. It vanishes at y = 0 and starts as c_s(R − y) = c_s r. It misses the condition u = 0 at the centre by c_s R erfc(R/(2√(Dt))), which is exponentially small while Dt is much less than R².

The slope of the error function at y = 0 is 1/√(πDt). Because u = 0 at the surface, ∂c/∂r there equals (1/R) ∂u/∂y, so

∂c/∂r at R = c_s [1/√(πDt) − 1/R].

The vapour entering through the area 4πR² fills the volume 4πR³/3. Hence

dS/dt = (3D/R) [1/√(πDt) − 1/R],

and integration from S(0) = 0 gives

S ≈ 6√(Dt/(πR²)) − 3Dt/R².

The full series reaches 50 percent at 0.0122 s, where Dt/R² = 0.0305. The early formula gives 0.592 − 0.092 = 0.50 at that time. At t₉₉ it gives 0.94 instead of 0.99, because the centre can no longer be ignored.

**Comparison of the estimate with the solution**

The scaling time of 0.40 s is 2.4 times the solution for 99 percent. The missing factor is

ln[6/(0.01π²)]/π² = 0.416.

Scaling does give the correct dependence on R and D. For R = 1 mm and D = 0.05 cm²/s, R²/D is half as large, and the predicted time is 0.0832 s. The finite-volume solution for that bubble gives the same value.

What scaling misses is the role of the target:

- 50 percent: 0.0122 s
- 90 percent: 0.0732 s
- 99 percent: 0.1665 s
- 99.9 percent: 0.2598 s

Half of the vapour enters in the first 7 percent of t₉₉. In the late regime, each tenfold reduction of the deficit costs the same time, 0.04053 s × ln 10 = 0.0933 s, as the last three entries show.

**Liquid depth and the real bubbler**

At a steady 20 cm/s the bubble crosses

h = 20 cm/s × 0.1665 s = 3.3 cm

of liquid before its mean saturation is 99 percent. At the same speed, a bubble of twice the radius would need four times this depth.

The example has the scale of a metal-organic bubbler feeding an epitaxy reactor. Rough conditions are 293 K, 760 Torr total pressure and 10 Torr vapour pressure. The chosen D is a round value of the order found for a heavy vapour in nitrogen, where kinetic-theory estimates give about 0.06 to 0.09 cm²/s and hence somewhat longer times; in hydrogen D is usually several times larger, and the time is shorter in the same proportion. Of the neglected effects estimated below, circulation and flattening change the time most. The following estimates change one assumption at a time and keep the other data fixed.

*Circulation.* If the surface is mobile, the liquid can drag the gas into a vortex. For a Hill vortex, a standard model of flow inside a sphere, with a surface speed of 20 cm/s at the equator, a numerical solution gives 0.075 s. This is less than half of t₉₉. The surface speed is a rough assumption, so the number shows the size of the effect and is not a prediction.

*Shape.* The liquid flowing round a rising bubble presses on its top and bottom and flattens it, while surface tension resists. Buoyancy drives this flow, and the ratio of buoyancy to surface tension is measured by the Eötvös number ρg(2R)²/σ. With a liquid density ρ = 1000 kg/m³ and a surface tension σ = 0.025 N/m it is 6.3, so a sphere is a poor description. An oblate spheroid of equal volume and an assumed aspect ratio of 2 reaches 99 percent in 0.133 s. The value is sensitive to this assumption: an aspect ratio of 1.66 gives 0.148 s.

*Evaporative cooling.* The early vapour flux, c_s√(D/(πt)), removes heat at the rate L c_s√(D/(πt)) per area, where L is the latent heat. By the same error-function solution, a deep, still liquid whose surface is cooled by ΔT supplies eΔT/√(πt), where e is its thermal effusivity. Equating the two gives

ΔT = L c_s √D/e.

With L = 35 kJ/mol, c_s = 0.547 mol/m³ and e = 500 J/(m² K s^0.5), ΔT is 0.12 K. The Clausius–Clapeyron relation turns this into a 0.6 percent loss of vapour pressure. That is small beside the whole, but not beside the last 1 percent. With this coupling followed in time, 99 percent of saturation at the bulk liquid temperature is reached after 0.176 s. This is an upper estimate of the delay, because a rising bubble keeps meeting fresh liquid, which supplies heat faster than still liquid does. The bound belongs to these values of L, e and D. Since ΔT grows as L√D/e, the relative delay in still liquid is about 13 percent for D = 0.4 cm²/s, typical of hydrogen, and about 10 percent for L = 41 kJ/mol with e = 400 J/(m² K s^0.5).

*Smaller effects.* Added vapour enlarges R² by 0.9 percent, and t₉₉ by at most about that fraction. A finite evaporation rate, with a molar mass of 100 g/mol and an assumed accommodation coefficient of 0.1, lengthens the time by 0.2 percent.

The value 0.17 s thus belongs to a rigid-surfaced, spherical, isothermal bubble. For these data, circulation could more than halve it, while cooling would lengthen it by at most about 6 percent, the value for still liquid with the assumed L, e and D. The depth of 3.3 cm applies under the same conditions, to a single bubble of this size. The numerical output below lists the values used.

Values computed for the example and the checks

```
Bubble radius: 2.0 mm
Vapour diffusivity: 0.10 cm^2/s
Diffusion scale R^2/D: 0.4000 s
Slowest decay time R^2/(pi^2 D): 0.04053 s
Logarithm in one-term formula: 4.1075
One-term time to 99 percent: 0.166469 s
Full-series time to 99 percent: 0.166470 s
Main result in milliseconds: 166.5 ms
Finite-volume time to 99 percent: 0.16647 s
Laplace time to 99 percent: 0.166470 s
Second-to-first deficit ratio at t99: 1.11e-06
One-term mean saturation at t=0: 0.3921
Time to 50 percent: 0.0122 s
Time to 90 percent: 0.0732 s
Time to 99.9 percent: 0.2598 s
Mean saturation at 0.17 s: 99.08 %
Centre saturation at t99: 96.71 %
Scaling test radius: 1.0 mm
Scaling test diffusivity: 0.05 cm^2/s
Scaling test computed time: 0.08324 s
Scaling test predicted time: 0.08323 s
Rough temperature: 293 K
Rough total pressure: 760 Torr
Rough vapour pressure: 10 Torr
Rough rise speed: 20 cm/s
Liquid depth for 99 percent: 3.33 cm
Rough circulation surface speed: 20 cm/s
Circulation Peclet number: 40.0
Coarse-grid time with circulation: 0.0747 s
Fine-grid time with circulation: 0.0746 s
Rough liquid density: 1000 kg/m^3
Rough surface tension: 0.025 N/m
Eotvos number: 6.28
Rough spheroid aspect ratio: 2.0
Time for flattened bubble: 0.1328 s
Rough latent heat: 35 kJ/mol
Rough liquid effusivity: 500 J/(m^2 K s^0.5)
Saturated vapour concentration: 0.547 mol/m^3
Initial skin cooling estimate: 0.121 K
Initial surface saturation loss: 0.59 %
Time with evaporative cooling: 0.1761 s
Rough molar mass: 100 g/mol
Rough accommodation coefficient: 0.1
Evaporation transfer speed: 6.23 m/s
Surface Biot number: 1245
Time with surface resistance: 0.16683 s
Increase of R^2 by added vapour: 0.89 %
```
